\section*{The three-omega slope relation for a narrow heater}

\section{What dimensions and symmetry fix}

A long, narrow metal strip on a thick substrate carries an alternating current of angular frequency $\omega$. Its Joule heat oscillates at $2\omega$, and so does its temperature. Let $P$ be the amplitude of the oscillating power, $L$ the heated length, $k$ the substrate conductivity and $D$ its diffusivity.

Shrink the strip to a line. At distance $r$ from it, the available length is $\sqrt{D/\omega}$, and the natural temperature unit is $P/(Lk)$. The complex temperature amplitude therefore has the form
\[
\theta(r)=\frac{P}{Lk}\,g\!\left(r\sqrt{\omega/D}\right).
\]
Close to the line little heat is stored, so the power per length $P/L$ crosses every half-circle of circumference $\pi r$:
\[
-k\,\pi r\,\frac{d\theta}{dr}=\frac PL
\quad\Longrightarrow\quad
\theta=-\frac{P}{\pi Lk}\ln r+\text{(a term independent of }r).
\]
Since $r$ may enter only through $r\sqrt{\omega/D}$, the term $-\ln r$ must be accompanied by $-\tfrac12\ln\omega$. The slope against $\ln\omega$ is thus $-P/(2\pi Lk)$. The factor $\tfrac12$ comes from diffusion, and $\pi$ from the half-circle. A full calculation must supply the constant, the phase and the limits of validity.

\section{Model and conventions}

The strip occupies $|x|<b$ on the surface $z=0$; the substrate fills $z>0$ and has volumetric heat capacity $C$, with $D=k/C$. The strip has negligible thickness and heat capacity, there is no contact resistance, and the flux into the substrate is uniform across the strip. The rest of the surface is insulated. At first $L$ and the substrate thickness are taken as very large.

The current is $I_0\cos\omega t$; all amplitudes are peak values. With $R$ the mean resistance,
\[
I^2R=I_0^2R\cos^2\omega t=P(1+\cos2\omega t),\qquad P=\tfrac12I_0^2R .
\]
The heat equation is linear, so the steady part can be separated. We write the oscillating mean heater temperature as $\mathrm{Re}[T e^{2i\omega t}]$. Inserting $\theta e^{2i\omega t}$ into $C\,\partial_t\theta=k\nabla^2\theta$ gives
\begin{equation}
\nabla^2\theta=q^2\theta,\qquad q^2=\frac{2i\omega}{D},\qquad q=|q|e^{i\pi/4}.
\label{eq:heat}
\end{equation}
The root with positive real part makes the field decay. The thermal length is $1/|q|=\sqrt{D/(2\omega)}$.

\section{Temperature of the strip}

The flux $P/(2bL)$ on $|x|<b$ has the cosine representation
\[
h(x)=\frac{P}{\pi L}\int_0^\infty\frac{\sin\lambda b}{\lambda b}\cos\lambda x\,d\lambda .
\]
A component $\cos\lambda x$ decays into the substrate as $e^{-\kappa z}$, with $\kappa=\sqrt{\lambda^2+q^2}$ by \eqref{eq:heat}. Its surface flux is $k\kappa$ times its surface temperature, so each flux component is divided by $k\kappa$. The resistance senses the mean over the strip, and the mean of $\cos\lambda x$ is $\sin(\lambda b)/(\lambda b)$. Hence
\begin{equation}
T=\frac{P}{\pi Lk}F,\qquad
F=\int_0^\infty\left(\frac{\sin\lambda b}{\lambda b}\right)^2\frac{d\lambda}{\sqrt{\lambda^2+q^2}} .
\label{eq:F}
\end{equation}
$F$ depends on the single number $\Omega=2\omega b^2/D=(|q|b)^2$.

\subsection{The line-source function}

For real $q>0$, use
\[
\frac1{\sqrt{\lambda^2+q^2}}=\frac1{\sqrt\pi}\int_0^\infty\frac{ds}{\sqrt s}\,e^{-s(\lambda^2+q^2)} .
\]
The Gaussian integral over $\lambda$ is $\tfrac12\sqrt{\pi/s}\,e^{-r^2/4s}$, and with $u=sq^2$
\begin{equation}
\int_0^\infty\frac{\cos\lambda r}{\sqrt{\lambda^2+q^2}}d\lambda
=\frac12\int_0^\infty\frac{du}{u}e^{-u-(qr)^2/4u}\equiv K_0(qr).
\label{eq:K}
\end{equation}
This is the modified Bessel function. To find its small-argument form, note that $u\to z^2/(4u)$ exchanges the ranges below and above $u=z/2$ without changing the integrand. Therefore
\[
K_0(z)=\int_{z/2}^\infty\frac{du}{u}e^{-u-z^2/4u}.
\]
On this range $z^2/(4u)\le z/2$, so the second exponential tends to one as $z\to0$. Integration by parts then gives
\[
\int_{z/2}^\infty\frac{e^{-u}}u\,du\to-\ln\frac z2+\int_0^\infty e^{-u}\ln u\,du
=-\ln\frac z2-\gamma ,
\]
where $\gamma$ is Euler's constant.

The function $s^{-1}e^{-r^2/4s}$ obeys the plane diffusion equation in the variable $s$. Integrating by parts in $s$ shows that $K_0(qr)$ obeys \eqref{eq:heat} for $r>0$, that is, $K_0''+K_0'/z=K_0$. Put $\ell=-\ln(z/2)-\gamma$. Since
\[
\left(\frac{d^2}{dz^2}+\frac1z\frac d{dz}\right)\frac{z^2}{4}(\ell+1)=(\ell-1)+1=\ell,
\]
the next term is fixed:
\begin{equation}
K_0(z)=\ell+\frac{z^2}{4}(\ell+1)+\dots
\label{eq:small}
\end{equation}
The series continues analytically to the phase $\pi/4$ of $q$.

\subsection{Average over the strip}

Writing the two sine factors in \eqref{eq:F} as averages over source and sensor positions turns $F$ into the mean of $K_0(q|x-x'|)$. For two independent uniform positions, $r=|x-x'|=2bt$ has density $2(1-t)$ on $0<t<1$. Thus
\begin{align*}
\langle\ln r\rangle&=\ln2b+2\int_0^1(1-t)\ln t\,dt
=\ln2b+2\left(-1+\tfrac14\right)=\ln2b-\tfrac32,\\
\langle r^2\rangle&=8b^2\int_0^1(1-t)t^2dt=8b^2\left(\tfrac13-\tfrac14\right)=\tfrac23b^2 .
\end{align*}
The leading term of \eqref{eq:small} gives
\[
F\simeq-\ln q+\ln2-\gamma-\ln2b+\tfrac32=-\ln(qb)+\tfrac32-\gamma .
\]
Because $\ln(qb)=\tfrac12\ln\Omega+i\pi/4$,
\begin{equation}
T\simeq\frac{P}{\pi Lk}\left[-\frac12\ln\frac{2\omega b^2}{D}+\frac32-\gamma-\frac{i\pi}4\right],
\qquad |q|b\ll1 .
\label{eq:T}
\end{equation}

\section{The slope relation}

For $|q|b\ll1$, and to leading order, differentiating the real part at constant power gives
\begin{equation}
\boxed{\frac{d\,\mathrm{Re}\,T}{d\ln\omega}=-\frac{P}{2\pi Lk}}
\label{eq:slope}
\end{equation}
Width and heat capacity sit in the additive constant and drop out. Using $2\omega$ or the frequency in hertz on the axis leaves the slope unchanged, since their logarithms differ by constants. The out-of-phase part is frequency independent at this order.

At this order the flux profile also affects the constant alone. For any fixed normalized profile on the strip, the leading term contains $-\ln q$ with weight one. As an example take the flux density $1/(\pi\sqrt{b^2-x'^2})$, which makes the strip isothermal in the logarithmic limit. With $x=b\cos\alpha$ and $x'=b\cos\varphi$, $\varphi$ is uniformly distributed on $(0,\pi)$, and
\[
|\cos\alpha-\cos\varphi|=2\left|\sin\frac{\alpha+\varphi}2\,\sin\frac{\alpha-\varphi}2\right| .
\]
The mean $m$ of $\ln|\sin|$ over a period follows from $\sin2v=2\sin v\cos v$: $m=\ln2+2m$, so $m=-\ln2$. Extending $\varphi$ evenly to a full period, the mean of $\ln|x-x'|$ is $\ln b+\ln2-2\ln2=\ln(b/2)$ for every $x$ on the strip. The constant $\tfrac32-\gamma=0.923$ is replaced by $2\ln2-\gamma$, numerically $0.809$. Quadrature with this profile gives a slope of $F$ of $-0.4999$, against the limiting value $-\tfrac12$.

\subsection{From temperature to voltage}

Let $\beta=dR/dT$. The oscillating resistance multiplies the current:
\[
I_0\cos\omega t\;\beta\,\mathrm{Re}[Te^{2i\omega t}]
=\tfrac12I_0\beta\,\mathrm{Re}[Te^{3i\omega t}+Te^{i\omega t}].
\]
The third-harmonic amplitude is therefore $V_3=\tfrac12I_0\beta T$. Combining this with \eqref{eq:slope} and $P=\tfrac12I_0^2R$,
\begin{equation}
k=\frac{I_0^3R\beta}{8\pi L\,|d\,\mathrm{Re}\,V_3/d\ln\omega|} .
\label{eq:k}
\end{equation}
For root-mean-square values, $I_0^3$ contributes $2\sqrt2$ and $V_3$ contributes $\sqrt2$; the 8 becomes 4.

\section{Where the straight line bends}

\subsection{Finite width: high frequency}

The second term of \eqref{eq:small} contains $q^2=i|q|^2$ and $-\ln q=-\ln|q|-i\pi/4$. Its real part is
\[
\mathrm{Re}\left[\frac{i|q|^2r^2}{4}\left(-\frac{i\pi}{4}\right)\right]=\frac{\pi|q|^2r^2}{16},
\]
whose strip average, with $\langle r^2\rangle=2b^2/3$, is $\pi\Omega/24$. Since $\Omega\propto\omega$,
\begin{equation}
\frac{d\,\mathrm{Re}\,F}{d\ln\omega}\simeq-\frac12\left(1-\frac{\pi\Omega}{12}\right).
\label{eq:width}
\end{equation}
The slope is too shallow, and \eqref{eq:k} returns too large a $k$.

A finite-volume solution of the heat equation, which uses neither the transform nor $K_0$, tests this. Between $\Omega=0.05$ and $0.10$ it gives a slope of $-0.4915$; the formula averaged over that interval gives $-0.4906$. The remaining difference, about a tenth of the width correction, contains discretization error and higher terms in $\Omega$, which were not separated.

In the opposite limit, $|q|b\gg1$, the square root in \eqref{eq:F} may be replaced by $q$. With $\int_0^\infty[\sin(\lambda b)/(\lambda b)]^2d\lambda=\pi/(2b)$,
\[
F\to\frac{\pi}{2qb},\qquad T\to\frac{P}{2bL\,kq}.
\]
Heat now flows straight down. The amplitude falls as $\omega^{-1/2}$, the phase is $-45^\circ$, and the response measures $\sqrt{kC}$ rather than $k$.

\subsection{Finite length: low frequency}

A surface point source of unit power produces $e^{-q\rho}/(2\pi k\rho)$ at distance $\rho$: this solves \eqref{eq:heat}, and its flux through a small hemisphere is one. Let source and sensor be separated by $u$ along the strip and $r$ across it, with $\rho=\sqrt{r^2+u^2}$. If voltage is read over the whole heated length, averaging over both positions gives, at fixed $r$,
\[
F_L=\int_0^L\left(1-\frac uL\right)\frac{e^{-q\rho}}{\rho}\,du .
\]
For $|q|L\gg1$ the upper limit may be moved to infinity. The first term then superposes point sources into a line source and gives $K_0(qr)$. In the second, $u\,du=\rho\,d\rho$, so
\[
-\frac1L\int_r^\infty e^{-q\rho}d\rho=-\frac{e^{-qr}}{qL}\simeq-\frac1{qL}+\frac rL .
\]
The last term is independent of frequency. Since $\mathrm{Re}(1/q)=1/(\sqrt2|q|)$ varies as $\omega^{-1/2}$,
\begin{equation}
\frac{d\,\mathrm{Re}\,F}{d\ln\omega}\simeq-\frac12\left(1-\frac1{\sqrt2|q|L}\right).
\label{eq:length}
\end{equation}
Heat escapes past the ends, which again makes the apparent $k$ too large. This loss falls slowly, as the first power of the thermal length over $L$. Voltage taps placed well inside a longer heater require a different average.

\subsection{Finite thickness: low frequency}

For a substrate of thickness $d$ with its back held at constant temperature, the depth profile is $\sinh[\kappa(d-z)]/\sinh(\kappa d)$. The ratio of surface temperature to flux becomes $\tanh(\kappa d)/(k\kappa)$; an insulated back gives $\coth(\kappa d)/(k\kappa)$. Now
\[
\tanh a=1+2\sum_{n\ge1}(-1)^ne^{-2na},\qquad
\coth a=1+2\sum_{n\ge1}e^{-2na}.
\]
The factor $e^{-2n\kappa d}$ evaluates the half-space line-source field at depth $2nd$. For $b\ll d$, the added terms are $2\sum s^nK_0(2nqd)$, with $s=-1$ for the isothermal and $s=+1$ for the insulated back. The first image decays mainly as $e^{-2qd}$, whose magnitude is $e^{-\sqrt2|q|d}$. Its phase also turns with frequency, so the sign of the slope error is not fixed.

As $\omega\to0$ for an infinitely long strip, the isothermal back makes $F$ tend to a constant and the slope vanishes. With an insulated back, $\coth(\kappa d)/\kappa\to1/(\kappa^2d)$ at small $\lambda$, and $F$ grows as $\int_0^\infty d\lambda/[d(\lambda^2+q^2)]=\pi/(2qd)$. Neither limit has the logarithmic slope. The usable window is therefore $b\ll1/|q|\ll L,d$.

\section{Worked example}

Take the round model parameters $k=1.5$~W/(m\,K), $C=2$~MJ/(m$^3$\,K), $b=5$~\textmu m, $L=5$~mm, $I_0=10$~mA, $R=20~\Omega$ and $\beta=0.06~\Omega$/K. Then $D=0.75$~mm$^2$/s and
\[
P=\tfrac12(0.010)^2(20)~\mathrm W=1~\mathrm{mW}.
\]
At current frequencies of 10 and 100~Hz the thermal lengths are 77 and 24~\textmu m: larger than $b$ and much smaller than $L$. The data below come from numerical averaging of point sources over the finite rectangle on an infinitely deep substrate.

The in-phase temperatures are 154.94 and 106.60~mK, so the slope between the two frequencies is
\[
\frac{106.60-154.94}{\ln10}~\mathrm{mK}=-20.99~\mathrm{mK},
\]
per unit of $\ln\omega$; \eqref{eq:slope} gives $-21.22$~mK. The in-phase voltages are 46.483 and 31.980~\textmu V, with slope $-6.298$~\textmu V. Equation \eqref{eq:k} yields
\[
k_{\rm app}=\frac{(0.010)^3(20)(0.06)}{8\pi(0.005)(6.298\times10^{-6})}
=1.516~\mathrm{W/(m\,K)},
\]
which is 1.1\% above the input.

The two geometric corrections explain this excess. Between the two frequencies the ideal drop of $\mathrm{Re}\,F$ is $\tfrac12\ln10=1.1513$. The width term reduces it by $\pi(0.04189-0.00419)/24=0.0049$, and the length term by $0.0075$. The corrected drop is 1.1389, so
\[
k=1.516\times\frac{1.1389}{1.1513}=1.500~\mathrm{W/(m\,K)}.
\]
This correction takes $D$ as known. If $C$ is known instead, $k_{\rm app}/C$ is a first estimate of $D$, and the small correction can be repeated with the improved $k$.

The corrections exchange importance across the window. The local slope loss from length falls from 1.09\% to 0.35\%, while that from width rises from 0.11\% to 1.10\%. A narrower frequency range would therefore not remove both.

\subsection{Reading the out-of-phase part}

The imaginary parts of $F$ are $-0.7719$ and $-0.7639$, rather than $-\pi/4=-0.7854$. The length term adds $\mathrm{Im}(-1/qL)=1/(\sqrt2|q|L)$, or 0.0109 and 0.0035. For the width term we need
\[
\langle r^2\ln r\rangle=\tfrac23b^2\ln2b+8b^2\int_0^1(1-t)t^2\ln t\,dt
=\tfrac23b^2\ln2b-\tfrac7{18}b^2 .
\]
The imaginary part of the second term in \eqref{eq:small} then averages to
\[
\frac{\Omega}{6}\left[\frac{19}{12}-\gamma-\ln(|q|b)\right],
\]
which is 0.0026 and 0.0181. The sums $-0.7854+0.0109+0.0026=-0.7719$ and $-0.7854+0.0035+0.0181=-0.7638$ account for the computed values to within $10^{-4}$.

\subsection{Effects left out of the data}

The first is a finite substrate. For $d=1$~mm and an infinitely long strip, the slope magnitude at 1~Hz changes by $-1.5\%$ with an isothermal back and by $+1.5\%$ with an insulated one. At 10~Hz the isothermal-back change is about $10^{-5}\%$. The exponential image factor makes this limit abrupt.

The second is electrical feedback. The oscillating resistance also modulates the power. The $2\omega$ part of $I^2$ times the mean resistance, plus the steady part of $I^2$ times the oscillating resistance, has amplitude
\[
\tfrac12I_0^2(R+\beta T)=P\left(1+\frac{\beta T}{R}\right).
\]
If $T_0$ is the response without feedback, then $T=T_0(1+\beta T/R)\simeq T_0+\beta T_0^2/R$. For two frequencies, factoring the difference of squares gives
\[
T_2-T_1\simeq(T_{0,2}-T_{0,1})\left[1+\frac\beta R(T_{0,1}+T_{0,2})\right].
\]
The temperature difference is nearly real, so the fractional slope change is close to
\[
\frac{0.06}{20}(0.1549+0.1066)=0.08\% .
\]
The temperature slope steepens by about this fraction, which lowers the apparent $k$. The estimate holds $R$ fixed between frequencies and omits the $4\omega$ heating, whose power amplitude is $P\beta T/(2R)$. The resistance oscillation at $4\omega$ mixes with the current and adds a third-harmonic voltage, also of relative order $\beta T/R$. The figure above is therefore the temperature part alone, not the full error of $k$. Because $T\propto I_0^2$ at leading order, doubling the current would quadruple this error. 
The third is the metal itself. If the strip were gold with its bulk resistivity, $R=20~\Omega$ would imply a film about 0.55~\textmu m thick. In this example its stored heat would lower the apparent $k$ by about 1\%, while conduction along it into contacts held cold would raise it by about 1.7\%, a figure that depends on how the contacts are modelled. Both are comparable with the geometric corrections above, and they partly cancel. Such a film also conducts across its width far better than the substrate beneath it: with metal conductivity $k_{\rm m}\approx317$~W/(m\,K) and thickness $t_{\rm m}$, $k_{\rm m}t_{\rm m}/(kb)\approx23$. The strip is then nearly isothermal rather than uniform in flux. The profile $1/(\pi\sqrt{b^2-x^2})$ at both source and sensor gives $\langle r^2\rangle=b^2$, so the width term becomes $\pi\Omega/16$ instead of $\pi\Omega/24$, which raises the apparent $k$ by a further 0.2\%. The recovered value of 1.500~W/(m\,K) therefore belongs to the ideal strip; a real heater needs these terms as well.

\section*{Table of computed values}
\begin{verbatim}
conductivity k = 1.500 W/(m K)
heat capacity C = 2.00 MJ/(m^3 K)
diffusivity D = 0.750 mm^2/s
half-width b = 5.0 um
length L = 5.0 mm
substrate thickness in back test = 1.0 mm
current amplitude I0 = 10.0 mA
resistance R = 20.0 ohm; beta = 0.060 ohm/K
power amplitude P = 1.000 mW
uniform-flux constant, formula = 0.92278 (no unit)
uniform-flux constant, integral = 0.92280 (no unit)
isothermal-flux constant, integral = 0.80909 (no unit)
isothermal-flux slope of F = -0.49994 (no unit)
finite-volume slope of F, Omega 0.05-0.10 = -0.49146 (no unit)
formula slope with width term = -0.49056 (no unit)
at current frequency 10 Hz:
  thermal length 1/|q| = 77.25 um
  Omega = 0.00419; |q|b = 0.0647 (no unit)
  F = 3.65073 -0.77187 i (no unit)
  in-phase T = 154.942 mK
  out-of-phase T = -32.759 mK
  in-phase V3 = 46.4825 uV
  local width loss of slope = 0.110 %
  local length loss = 1.093 %
at current frequency 100 Hz:
  thermal length 1/|q| = 24.43 um
  Omega = 0.04189; |q|b = 0.2047 (no unit)
  F = 2.51173 -0.76386 i (no unit)
  in-phase T = 106.601 mK
  out-of-phase T = -32.419 mK
  in-phase V3 = 31.9803 uV
  local width loss of slope = 1.097 %
  local length loss = 0.345 %
ideal T slope = -21.2207 mK per unit ln(w)
rectangle T slope = -20.9941 mK per unit ln(w)
V3 slope = -6.29824 uV per unit ln(w)
ideal drop of Re F = 1.15129 (no unit)
width part = 0.00493; length part = 0.00747 (no unit)
corrected drop of Re F = 1.13889 (no unit)
apparent k = 1.5162 W/(m K)
apparent k excess = 1.079 %
corrected k = 1.4998 W/(m K)
neglected feedback change of slope = 0.078 %
isothermal back, slope change at 1 Hz = -1.482 %
insulated back, slope change at 1 Hz = 1.486 %
isothermal back, slope change at 10 Hz = -8.7e-06 %
\end{verbatim}
